# Magnetized Electron Diffusion and the Inverse-Square Field Law

## A special case: one gradient, two fluxes

Electrons diffuse through a neutral gas in a uniform magnetic field $\mathbf B=B\hat{\mathbf z}$. Their density $n$ varies along $x$ alone, and no electric field acts. Collisions destroy electron momentum at the rate $\nu=1/\tau$. Let $\boldsymbol\Gamma=n\mathbf u$ be the particle flux, with $\mathbf u$ the mean velocity, $m$ the electron mass, $e>0$ the elementary charge and $T$ the electron temperature. In steady flow, friction balances the pressure force and the magnetic force:

$$m\nu\boldsymbol\Gamma=-kT\,\nabla n-e\,\boldsymbol\Gamma\times\mathbf B .$$

Since $\boldsymbol\Gamma\times\mathbf B=(\Gamma_yB,\,-\Gamma_xB,\,0)$, the two transverse components are

$$m\nu\Gamma_x=-kT\,\frac{dn}{dx}-eB\,\Gamma_y,\qquad m\nu\Gamma_y=eB\,\Gamma_x .$$

Divide both by $m\nu$ and define

$$\omega_c=\frac{eB}{m},\qquad h=\omega_c\tau,\qquad D=\frac{kT\tau}{m}.$$

The second equation becomes $\Gamma_y=h\Gamma_x$. Inserted in the first, it gives $\Gamma_x=-D\,dn/dx-h^2\Gamma_x$, so that

$$\Gamma_x=-\frac{D}{1+h^2}\,\frac{dn}{dx}.$$

The two powers of $h$ come from two deflections. Electrons moving down the gradient are turned sideways, which makes a flux $h$ times as large as the one along $x$. The magnetic force on this sideways flux points back up the gradient and brings the second factor $h$. The sideways flux is called the Hall flux, and $h$ the Hall parameter.

## Assumptions and theorem

The full momentum equation of the electron fluid is

$$mn\left(\partial_t\mathbf u+\mathbf u\cdot\nabla\mathbf u\right)=-\nabla p-en(\mathbf E+\mathbf u\times\mathbf B)-m\nu n\mathbf u .$$

The following is assumed.

1. The gas is weakly ionized and at rest. Electrons lose momentum to neutrals at a constant, uniform frequency $\nu=1/\tau$.
2. The pressure is isotropic, $p=nkT$, and $T$ and $\mathbf B$ are uniform.
3. The flow changes slowly compared with $\nu$, and its inertia is negligible.
4. The Hall flux can flow freely, and $\mathbf E=0$.
5. Electrons are neither created nor lost within the volume.

Assumption 3 can be made quantitative. For a density varying over a length $L$ along $x$, the convective term is smaller than friction by $u_x/(\nu L)\sim D_\perp/(\nu L^2)$, where $D_\perp=D/(1+h^2)$. In a strong field this is $\rho^2/L^2$, with the gyroradius defined as $\rho=\sqrt{kT/m}/\omega_c$. If the density varies along both $x$ and $y$, the faster Hall flow can also carry momentum along its own direction. Its speed is about $kT/(eBL)$, so the ratio to friction becomes $kT/(eBL^2\nu)=h\rho^2/L^2$. This stricter condition is needed to drop the inertia from the fluid equation with an isotropic pressure, but it is not a condition on the electrons themselves. The pressure anisotropy neglected in assumption 2 (the gyroviscous stress) is of the same order and cancels this term. Independent electrons obey a linear kinetic equation, so any profile is a sum of plane waves that each vary along one direction, and in a strong field $\rho\ll L$ suffices. Along $\mathbf B$, the gradient length must be much longer than the mean free path.

**Theorem.** Under these assumptions the density obeys

$$\partial_t n=D_\perp\left(\partial_x^2+\partial_y^2\right)n+D\,\partial_z^2n,\qquad D_\perp=\frac{D}{1+\omega_c^2\tau^2}.$$

At fixed $T$ and $\tau$, for $\omega_c\tau\gg1$,

$$D_\perp\simeq\frac{kT}{m\omega_c^2\tau}=\frac{m\,kT\,\nu}{e^2B^2}\propto B^{-2}.$$

The inverse-square law thus belongs to the strong-field regime. The first formula covers all field strengths within the model.

## Lemma 1: the flux for any gradient

**Lemma 1.** The flux components are

$$\Gamma_x=-D_\perp(\partial_xn-h\,\partial_yn),\quad \Gamma_y=-D_\perp(\partial_yn+h\,\partial_xn),\quad \Gamma_z=-D\,\partial_zn .$$

**Proof.** With the inertia dropped and $\mathbf E=0$, division of the momentum balance by $m\nu$ gives

$$\Gamma_x+h\Gamma_y=-D\,\partial_xn,\qquad \Gamma_y-h\Gamma_x=-D\,\partial_yn .$$

Multiply the second equation by $h$ and subtract it from the first. The terms in $\Gamma_y$ cancel:

$$(1+h^2)\Gamma_x=-D\,\partial_xn+hD\,\partial_yn .$$

Multiply instead the first equation by $h$ and add the second. Now the terms in $\Gamma_x$ cancel:

$$(1+h^2)\Gamma_y=-hD\,\partial_xn-D\,\partial_yn .$$

Division by $1+h^2$ gives the transverse components. The magnetic force has no $z$ component, so $\Gamma_z=-D\,\partial_zn$. ∎

**Proof of the diffusion equation.** Without ionization or volume losses, particle conservation reads $\partial_tn=-\nabla\cdot\boldsymbol\Gamma$. Lemma 1 and the uniformity of the coefficients give

$$-\nabla\cdot\boldsymbol\Gamma=D_\perp\left(\partial_x^2n-h\,\partial_x\partial_yn+\partial_y^2n+h\,\partial_y\partial_xn\right)+D\,\partial_z^2n .$$

The mixed derivatives cancel, which leaves the stated equation. The Hall flux runs along the lines of constant density in the transverse plane and does not change the density. If $\tau$ or $B$ varied in the transverse plane, this cancellation would in general fail. A variation of $T$ alone would not spoil it: the force is then $-\nabla p$ with $p=nkT$, and the mixed derivatives of $p$ cancel in the same way. ∎

**Remark: a blocked Hall flux.** Suppose that insulating walls force $\Gamma_y=0$ while the density varies along $x$. Charge collects on the walls until a field $E_y$ balances the magnetic force. The $y$ component of the momentum balance is then

$$0=-enE_y+eB\Gamma_x,\qquad\text{so}\qquad E_y=\frac{B\Gamma_x}{n}.$$

In the $x$ component the magnetic term $-eB\Gamma_y$ vanishes. If the electric field along $x$ is negligible, this leaves $\Gamma_x=-D\,dn/dx$. The magnetic reduction has disappeared. This complete cancellation relies on the constant $\nu$ of assumption 1. If $\nu$ depends on speed, one field $E_y$ cannot balance all speed groups and part of the reduction remains. For a constant mean free path the coefficient tends to $9\pi/32\approx0.88$ of its zero-field value in a strong field. 

The condition on $E_x$ is a real restriction. Since $E_y=-(kT/e)\,h\,(dn/dx)/n$, this field is uniform only if $n$ varies exponentially. For other profiles $E_y$ changes with $x$, and an electrostatic field, which has no curl, must then have a component $E_x$ as well. Its force is small compared with the pressure force only if the walls are much closer together than $L/h$, where $L$ is the density length. A magnetron avoids the blocking by letting the electrons drift around its axis.

**Remark: electric fields.** A field $\mathbf E$ adds $-en\mathbf E$ to the force, so $kT\nabla n$ is replaced by $kT\nabla n+en\mathbf E$ throughout the lemma. Space charge in a plasma produces such a field and couples the electron flux to the ion flux. For this reason $D_\perp$ is an electron transport coefficient and does not by itself give the decay rate of a plasma.

## Lemma 2: the same coefficient from single orbits

The fluid argument puts collisions in as friction. A random walk shows what the electrons do. Let them scatter elastically and isotropically from heavy neutrals at the constant rate $1/\tau$. An isotropic collision erases the mean momentum, so this rate is also the momentum-relaxation frequency.

**Lemma 2.** The mean-square transverse displacement during one free flight is $\langle|s|^2\rangle=4D_\perp\tau$, and after many collisions $\langle r_\perp^2\rangle\simeq4D_\perp t$.

**Proof.** Between collisions $\dot{\mathbf v}=-(e/m)\,\mathbf v\times\mathbf B$, which means $\dot v_x=-\omega_cv_y$ and $\dot v_y=\omega_cv_x$. With $w=v_x+iv_y$ the two equations combine into $\dot w=i\omega_cw$. Hence $w(t)=w_0e^{i\omega_ct}$, and the displacement is

$$s=\int_0^tw\,dt'=w_0\,\frac{e^{i\omega_ct}-1}{i\omega_c},\qquad |s|^2=\frac{2|w_0|^2}{\omega_c^2}\left(1-\cos\omega_ct\right).$$

This is the squared chord of a circular arc. Flight times have the probability density $e^{-t/\tau}/\tau$, so

$$\langle\cos\omega_ct\rangle=\mathrm{Re}\,\frac1\tau\int_0^\infty e^{-(1-ih)t/\tau}dt=\mathrm{Re}\,\frac1{1-ih}=\frac1{1+h^2}.$$

Therefore $1-\langle\cos\omega_ct\rangle=h^2/(1+h^2)$. Each of the two transverse velocity components has the thermal mean square $kT/m$, so $\langle|w_0|^2\rangle=2kT/m$. With $h^2/\omega_c^2=\tau^2$,

$$\langle|s|^2\rangle=\frac{4kT}{m}\,\frac{\tau^2}{1+h^2}=4D_\perp\tau .$$

A collision makes the new direction independent of all earlier ones. The cross terms between different flights therefore average to zero, and the squares add. In a time $t\gg\tau$ there are about $t/\tau$ flights, which gives $\langle r_\perp^2\rangle\simeq4D_\perp t$.

The diffusion equation gives the same growth. Multiply it by $r_\perp^2=x^2+y^2$ and integrate by parts over a localized cloud. Since $(\partial_x^2+\partial_y^2)r_\perp^2=4$, the result is $d\langle r_\perp^2\rangle/dt=4D_\perp$. ∎

The agreement concerns the mean-square displacement, not the whole profile. In this walk each electron keeps its speed, and a group of speed $v$ diffuses with $v^2/3$ in place of $kT/m$. Fast electrons spread further, so the edge of the cloud becomes hotter than its centre and the cloud is not Gaussian. The single diffusion equation of the theorem needs energy exchange that keeps $T$ uniform on the time scale of the diffusion.

**Remark: finite observation time.** The velocity correlation gives the leading correction. An electron that has not collided, with probability $e^{-t/\tau}$, has turned by $\omega_ct$. One that has collided contributes zero on average. Hence

$$C(t)=\langle v_x(0)v_x(t)\rangle=\frac{kT}{m}e^{-t/\tau}\cos\omega_ct,\qquad \langle x^2\rangle=2\int_0^t(t-t')\,C(t')\,dt'.$$

For $t\gg\tau$ the upper limit may be moved to infinity. The first term gives $2D_\perp t$, because $\int_0^\infty C\,dt'=D_\perp$. The second needs $\mathrm{Re}\,(1-ih)^{-2}=(1-h^2)/(1+h^2)^2$, and the sum is

$$\langle x^2\rangle\simeq2D_\perp t\left[1-\frac{\tau}{t}\,\frac{1-h^2}{1+h^2}\right].$$

A walk of duration $100\tau$ thus reads 1% low without a field and 1% high in a strong one, relative to $D_\perp$.

## Proof of the field scaling

At fixed $T$ and $\tau$, $h$ is proportional to $B$ and $D$ is constant. From $\ln D_\perp=\ln D-\ln(1+h^2)$ and $dh/d\ln B=h$,

$$\frac{d\ln D_\perp}{d\ln B}=-\frac{2h^2}{1+h^2}.$$

The exponent is near zero for $h\ll1$, equals $-1$ at $h=1$, and tends to $-2$ for $h\gg1$. In that limit

$$D_\perp\simeq\frac{D}{h^2}=\frac{kT}{m\omega_c^2\tau}=\frac{\rho^2}{\tau}.$$

Inserting $\omega_c=eB/m$ gives $m\,kT\,\nu/(e^2B^2)$, as stated. The ratio of the approximation to the full formula is $(1+h^2)/h^2=1+1/h^2$, so its error relative to $D_\perp$ is $1/h^2$. ∎

In a strong field an electron completes many turns between collisions and gains no net distance from them. Each collision shifts the centre of its orbit by a distance of order $\rho$. The step length varies as $1/B$ while the step rate $1/\tau$ stays fixed, and a diffusion coefficient contains the square of the step.

Collisions thus have opposite effects in the two regimes. Without a field, $D\propto\tau$, and collisions hinder diffusion. In a strong field $D_\perp\propto1/\tau$, and they make it possible. At fixed $B$ and $T$,

$$D_\perp=\frac{kT}{eB}\,\frac{h}{1+h^2},\qquad \frac{d}{dh}\,\frac{h}{1+h^2}=\frac{1-h^2}{(1+h^2)^2}.$$

The derivative changes from positive to negative at $h=1$, so the largest value, reached at $\omega_c\tau=1$, is $kT/(2eB)$.

**Remark: what must be held fixed.** If the temperature or the collision time changes along with the field, the strong-field formula $D_\perp\propto T/(\tau B^2)$ gives

$$\frac{d\ln D_\perp}{d\ln B}\simeq-2+\frac{d\ln T}{d\ln B}-\frac{d\ln\tau}{d\ln B}.$$

A measured exponent other than $-2$ therefore does not by itself show that the transport is non-classical.

## A second case: collision frequency depending on speed

**Proposition.** For isotropic elastic collisions of frequency $\nu(v)$ and a thermal speed distribution,

$$D_\perp=\left\langle\frac{v^2}{3}\,\frac{\nu(v)}{\nu(v)^2+\omega_c^2}\right\rangle .$$

If $\langle v^2\nu\rangle$ is finite, $D_\perp\simeq\langle v^2\nu\rangle/(3\omega_c^2)$ in a strong field, which again falls as $B^{-2}$.

**Proof.** Elastic collisions with heavy neutrals preserve the speed, so each speed group performs its own walk. Isotropy gives $\langle|w_0|^2\rangle=2v^2/3$ in place of $2kT/m$. In Lemma 2 this replaces $kT/m$ by $v^2/3$, and the group diffuses with $(v^2/3)\,\tau/(1+\omega_c^2\tau^2)$, where $\tau=1/\nu(v)$. Multiplying numerator and denominator by $\nu^2$ gives the expression in the average. The mean-square displacement of all electrons is the average over the groups. As $\omega_c$ grows, $\omega_c^2\nu/(\nu^2+\omega_c^2)$ rises towards $\nu$ at every speed, so $\omega_c^2D_\perp$ tends to $\langle v^2\nu\rangle/3$. ∎

Take a constant mean free path $\lambda$, for which $\nu=v/\lambda$. The zero-field and strong-field coefficients are

$$D_0=\frac{\lambda\langle v\rangle}{3},\qquad D_\infty=\frac{\langle v^3\rangle}{3\lambda\omega_c^2}.$$

With $a^2=kT/m$, the Maxwell distribution gives $\langle v\rangle=2a\sqrt{2/\pi}$ and $\langle v^3\rangle=8a^3\sqrt{2/\pi}$. A single collision time fitted to the zero-field value is $\tau_0=D_0/a^2$. It predicts the strong-field coefficient $a^2/(\omega_c^2\tau_0)=a^4/(\omega_c^2D_0)$. The ratio of the true coefficient to this prediction is

$$\frac{\omega_c^2D_0D_\infty}{a^4}=\frac{\langle v\rangle\langle v^3\rangle}{9a^4}=\frac{16}{9}\cdot\frac2\pi=\frac{32}{9\pi}\approx1.132 .$$

The power law survives, but the simple formula with one $\tau$ cannot match both limits. Fitted at zero field, it lies below the strong-field coefficient, which is 13% larger than the prediction.

## Worked example at magnetron scale

Take the round parameters $kT=3$ eV, $\tau=50$ ns and $B=20$ mT. Then $\omega_c=3.518\times10^9$ rad/s, and

$$h=(3.518\times10^9\ \mathrm{s^{-1}})(50\times10^{-9}\ \mathrm s)=175.9 .$$

The unmagnetized coefficient is $D=2.638\times10^4\ \mathrm{m^2/s}$, and $1+h^2=3.094\times10^4$. Hence

$$D_\perp=\frac{2.638\times10^4}{3.094\times10^4}\ \mathrm{m^2/s}=0.853\ \mathrm{m^2/s}=8.53\times10^3\ \mathrm{cm^2/s}.$$

The gyroradius $\rho=0.2065$ mm gives the same value through $\rho^2/\tau$. The root-mean-square step per flight is 0.413 mm, or $2\rho$, as Lemma 2 requires for $h\gg1$.

Let the density fall by $10^{17}\ \mathrm{m^{-3}}$ over 1 cm along $x$, so that $\partial_xn=-10^{19}\ \mathrm{m^{-4}}$. The flux down the gradient is $0.853\times10^{19}=8.53\times10^{18}\ \mathrm{m^{-2}\,s^{-1}}$. The Hall flux is $h$ times larger, $1.50\times10^{21}\ \mathrm{m^{-2}\,s^{-1}}$. The mean electron flow across the field is therefore almost entirely sideways, and in a magnetron it circulates around the axis.

The conditions on inertia and mean free path can be checked with $L=1$ cm. Across the field, $\rho/L\approx0.02$, and the measure $h\rho^2/L^2$ of the inertia term in the fluid equation is about 0.075. Both are small. Along the field, the mean free path is 5.8 cm, so the diffusion term in $z$ applies only to systems much longer than that. The example also keeps the assumption $\mathbf E=0$. A field of $kT/(eL)=300$ V/m would already push the electrons as hard as the pressure does. The electron flux creates such a field by itself unless the charge it moves is neutralized. At $n\approx10^{17}\ \mathrm{m^{-3}}$ the Debye length is only 0.04 mm. Against fixed ions the space-charge field would build up in about 50 ns, whereas the diffusion time $L^2/D_\perp$ is 0.12 ms. At this density $\mathbf E=0$ is therefore an idealization, and the numbers illustrate the coefficient rather than the evolution of a discharge. In a discharge with fields of this size or larger, the fluxes above are only the part driven by the density gradient.

The crossover $h=1$ lies at 0.114 mT. Raising the field from 0.01 to 0.1 mT lowers $D_\perp$ only from $2.62\times10^4$ to $1.49\times10^4\ \mathrm{m^2/s}$. From 10 to 20 mT it falls from 3.411 to 0.853 $\mathrm{m^2/s}$, a factor of 4.00. The local exponent is already $-1.97$ at 1 mT.

The simulated random flights in the numerical output used 40,000 electrons and a duration of $100\tau$. They agree with the formula within the 5% tolerance of the test. The largest deviation, 2.7% of the formula value at $h=40$, contains the 1% finite-time excess derived above. The sampling error follows from the spread of $r_\perp^2$. Electrons of one speed form a nearly Gaussian cloud, for which the mean of $r_\perp^4$ is twice the squared mean of $r_\perp^2$, and the latter mean is proportional to $v^2$. Averaged over the thermal speeds, the relative variance of $r_\perp^2$ is $2\langle v^4\rangle/\langle v^2\rangle^2-1=10/3-1=7/3$. The standard error of the mean is then $\sqrt{7/3}/\sqrt{40\,000}\approx0.8\%$, so the remaining 1.7% is about two standard errors.

The theorem leaves out turbulence. The output also lists the Bohm estimate $kT/(16eB)$, an empirical rule for turbulent transport that varies as $B^{-1}$. At 20 mT it gives 9.4 $\mathrm{m^2/s}$, eleven times $D_\perp$. The classical coefficient describes collisional transport and should not be taken as a prediction for a discharge in which fluctuations carry electrons across the field.

## Computed results

```
Electron temperature kT = 3.0 eV
Relaxation time tau = 50.0 ns
Collision frequency nu = 2.000e+07 s^-1
Magnetic field B = 20.0 mT
Cyclotron frequency omega_c = 3.5176e+09 rad/s
Hall parameter omega_c tau = 175.88 (dimensionless)
Unmagnetized D = 2.6382e+04 m^2/s
Cross-field D_perp = 0.8528 m^2/s = 8528 cm^2/s
Reduction D/D_perp = 3.0935e+04 (dimensionless)
Gyroradius rho = 0.2065 mm
Strong-field estimate rho^2/tau = 0.8528 m^2/s
rms cross-field step per flight = 0.4130 mm
Mean free path (mean speed times tau) = 5.80 cm
Crossover field (omega_c tau = 1) = 0.1137 mT
Largest D_perp at this B = 75.00 m^2/s
Hall parameter at that maximum = 1.0000 (dimensionless)
Bohm estimate kT/(16 e B) = 9.375 m^2/s
Bohm estimate / D_perp = 10.99 (dimensionless)
Density drop = 1.0e+17 m^-3 over 1.0 cm
Flux down the gradient = 8.528e+18 m^-2 s^-1
Hall flux = 1.500e+21 m^-2 s^-1
Field scan: B (mT), omega_c tau, D_perp (m^2/s), local exponent
    0.01     0.0879  2.6180e+04  -0.0153
    0.10     0.8794  1.4877e+04  -0.8722
    1.00     8.7941  3.3678e+02  -1.9745
   10.00    87.9410  3.4109e+00  -1.9997
   20.00   175.8820  8.5282e-01  -1.9999
   40.00   351.7640  2.1321e-01  -2.0000
Random flights: omega_c tau, D_perp/D simulated, D_perp/D formula
    0.0  9.9316e-01  1.0000e+00
    1.0  4.9619e-01  5.0000e-01
    3.0  9.9908e-02  1.0000e-01
   10.0  9.9758e-03  9.9010e-03
   40.0  6.4171e-04  6.2461e-04
Simulated field exponent, omega_c tau 10 to 40 = -1.979
Constant mean free path, reduced units (kT/m = 1, path = 1):
  D_perp at omega_c = 3: simulated 0.1502, average 0.1487
  strong-field D_perp / single-tau prediction = 1.1318
  strong-field exponent = -1.99999
```
